# Allowed Spin-Hamiltonian Terms and Parameter Counts for Spin 5/2

## A fact to explain

Take a model ion with spin \(S=5/2\) and a non-degenerate orbital ground state in a cubic crystal field. Its lowest six states are split at zero field by spin-orbit coupling, and one number, \(a=6.64\ \mathrm{cm^{-1}}\), describes the splitting completely. The part of their effective Hamiltonian linear in a magnetic field contains four numbers: \(1.617\), \(1.41\times10^{-2}\), \(-5.2\times10^{-4}\) and \(-2.6\times10^{-4}\). The first is the usual \(g\). The values refer to the projection defined in the worked example. In a similar model with an axial field the counts are two and six. These counts follow from symmetry alone.

## Setting and assumptions

A spin Hamiltonian \(H(\mathbf B)\) acts on the \((2S+1)(2I+1)\) states of an electron spin \(\mathbf S\) and a nuclear spin \(\mathbf I\), both dimensionless. It is assumed to be analytic in the uniform field \(\mathbf B\), so that it can be sorted by the degree \(n\) in \(\mathbf B\). This requires the states to stay well separated from all others.

The model states are also assumed to transform under site rotations and time reversal as true spins, up to a phase common to all of them. An orbital singlet satisfies this: its orbital factor may change sign under a rotation, but the sign cancels in \(UHU^\dagger\).

All three vectors are axial, so an improper operation acts on them as its rotation part does. Only the group \(G\) of rotation parts matters. For cubic sites \(T_d\) and \(O_h\), \(G\) is the octahedral group \(O\).

## Which ranks a spin can carry

An operator on the spin is a combination of products \(|m\rangle\langle m'|\). The kets carry angular momentum \(S\), and so do the bras, with \((-1)^{S-m'}\langle -m'|\) playing the part of a ket with projection \(m'\). The triangle rule for coupling \(S\) with \(S\) gives the ranks
\[
k=0,1,\dots,2S,\qquad \sum_{k=0}^{2S}(2k+1)=(2S+1)^2 ,
\]
each occurring once. The top component of rank \(k\) is \(T_{kk}\propto S_+^k\), because \([S_z,S_+^k]=kS_+^k\) and \([S_+,S_+^k]=0\). The others follow by lowering,
\[
T_{k,q-1}=\frac{[S_-,T_{kq}]}{\sqrt{(k+q)(k-q+1)}} .
\]
For \(S=5/2\), \(S_+^6=0\), so rank 6 is absent. A polynomial of sixth degree in the spin components is a legitimate operator, but it reduces to lower ranks. The nuclear rank obeys \(k'\le 2I\) for the same reason.

The adjoints of a rank-\(k\) set again form a rank-\(k\) set. Since each rank occurs once, it has a basis of \(2k+1\) Hermitian operators, and a Hermitian \(H\) has real coefficients in that basis.

## Time reversal

Time reversal \(\Theta\) is antiunitary and reverses both spins. Hence
\[
\Theta S_+\Theta^{-1}=-S_x+iS_y=-S_-,\qquad \Theta S_-\Theta^{-1}=-S_+ .
\]
The sign of the \(iS_y\) term is reversed twice, once by \(i\to-i\) and once by \(S_y\to-S_y\). For the top component this gives \(\Theta S_+^k\Theta^{-1}=(-1)^k(S_+^k)^\dagger\).

Suppose now that \(\Theta T_{kq}\Theta^{-1}=(-1)^kT_{kq}^\dagger\). Then
\[
\Theta[S_-,T_{kq}]\Theta^{-1}=-(-1)^k[S_+,T_{kq}^\dagger]=(-1)^k[S_-,T_{kq}]^\dagger ,
\]
because \([S_-,T]^\dagger=[T^\dagger,S_+]\). The relation therefore passes down to every \(q\). A Hermitian operator \(A=cT_{kq}+c^*T_{kq}^\dagger\) becomes
\[
\Theta A\Theta^{-1}=(-1)^k\left(c^*T_{kq}^\dagger+cT_{kq}\right)=(-1)^kA .
\]

The ion's Hamiltonian is unchanged if the field is reversed together with all motion and spins: \(\Theta H(\mathbf B)\Theta^{-1}=H(-\mathbf B)\). A term with ranks \(k,k'\) and degree \(n\) gains \((-1)^{k+k'}\) on the left and \((-1)^n\) on the right. Products of different basis operators are independent, so the condition holds term by term:
\[
k+k'+n\ \text{is even}.
\]
Thus \(\mathbf S\cdot\mathbf B\), \(\mathbf S\cdot\mathbf I\) and \(S_z^2\) pass, while \(S_z\) alone or \(S_z^2B_z\) does not.

The assumption about true spins matters here. In the doublet \(m=\pm1\) of a spin 1, the time-even operator \(S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)\) has zero diagonal elements and off-diagonal elements 1. Described as a fictitious spin \(\tfrac12\), it is \(2s_x\), a zero-field term of rank one. The parity rule fails because \(\Theta^2=+1\) in this doublet, whereas a true spin \(\tfrac12\) has \(\Theta^2=-1\).

## Coupling to the site

The homogeneous polynomials of degree \(n\) in \(\mathbf B\) have ranks \(l=n,n-2,\dots\). The top component of rank \(l\) is \((B_x+iB_y)^l(\mathbf B^2)^{(n-l)/2}\), and the dimensions \(2l+1\) add up to the number of monomials, \((n+1)(n+2)/2\).

If \(U\) rotates the spins and \(R\) the field, site symmetry demands
\[
U\,H(\mathbf B)\,U^\dagger=H(R\mathbf B)\qquad\text{for every rotation in }G .
\]
So \(H\) is unchanged when spins and field are rotated jointly. The products with ranks \(k,k',l\) couple, by the triangle rule again, to total ranks \(K\). If \(m_K\) is the number of independent invariants of \(G\) in rank \(K\), then
\[
N(k,k',l)=\sum_{\text{couplings to }K}m_K .
\]
These are real parameters, since joint rotations take Hermitian operators into Hermitian ones.

In free space only \(K=0\) is invariant, which leaves isotropic terms such as \(\mathbf S\cdot\mathbf B\). A crystal admits higher \(K\).

## Counting the invariants

The average of all group operations projects onto the invariants, so its trace is their number. A rotation by \(\theta\) has trace \(\chi_K(\theta)=\sum_{q=-K}^{K}e^{iq\theta}\). The group \(O\) contains the identity, 8 rotations by \(120^\circ\), 9 by \(180^\circ\) and 6 by \(90^\circ\):
\[
m_K=\tfrac1{24}\left[2K+1+8\chi_K(120^\circ)+9\chi_K(180^\circ)+6\chi_K(90^\circ)\right].
\]
As \(K\) increases from 0, \(\chi_K(120^\circ)\) repeats \(1,0,-1\), \(\chi_K(180^\circ)\) repeats \(1,-1\), and \(\chi_K(90^\circ)\) repeats \(1,1,-1,-1\). For example,
\[
m_2=\frac{5-8+9-6}{24}=0,\qquad m_4=\frac{9+0+9+6}{24}=1 .
\]
For \(K=0,\dots,6\) the result is \(1,0,0,0,1,0,1\).

"Axial" needs a definition. Let \(D_N\) have an \(N\)-fold axis \(z\) and perpendicular twofold axes. The main axis keeps components with \(q\) a multiple of \(N\). A half-turn about \(x\) sends \(T_{Kq}\) to \((-1)^KT_{K,-q}\). Each pair \(\pm q\neq0\) therefore leaves one invariant combination, and \(q=0\) survives for even \(K\):
\[
m_K=\lfloor K/N\rfloor+\begin{cases}1,&K\text{ even}\\0,&K\text{ odd.}\end{cases}
\]
For a continuous axis, \(D_\infty\), the first term is absent. In this text "axial" means \(D_\infty\). Tetragonal sites such as \(C_{4v}\) have \(G=D_4\), and trigonal sites such as \(C_{3v}\) have \(G=D_3\).

## Zero field, S = 5/2

With \(k'=n=0\), time reversal leaves \(k=2,4\), apart from a constant. Here \(K=k\), so the number is \(m_2+m_4\): one for \(O\), two for \(D_\infty\), and three each for \(D_4\) and \(D_3\).

**Cubic.** The single term can be written
\[
H=\frac a6\left[S_x^4+S_y^4+S_z^4-\frac{707}{16}\right],
\]
where the constant removes the trace. To find the levels, use
\[
S_x^2=\tfrac14\left(S_+^2+S_-^2+S_+S_-+S_-S_+\right),\qquad S_+S_-+S_-S_+=2\left(\tfrac{35}4-S_z^2\right).
\]
On \(|\tfrac12\rangle\) the last operator gives 17, and \(S_\pm^2\) produce states of squared norm 40 and 72. Thus \(\langle S_x^4\rangle=(17^2+40+72)/16=401/16\), and \(\langle S_y^4\rangle\) is the same. The bracket is
\[
\frac{1+802-707}{16}=6,
\]
which gives the energy \(a\). On \(|\tfrac52\rangle\) the corresponding numbers are 5, 0 and 40, so \(\langle S_x^4\rangle=65/16\). The bracket is \((625+130-707)/16=3\), and the diagonal element is \(a/2\). Zero trace then requires \(-3a/2\) for \(|m|=\tfrac32\).

The fourfold axis couples states whose \(m\) differ by 4, so \(|\pm\tfrac12\rangle\) are eigenstates and \(|\tfrac52\rangle\) mixes with \(|-\tfrac32\rangle\). The part of \(S_x^4+S_y^4\) that raises \(m\) by 4 is \(S_+^4/8\), and \(\langle\tfrac52|S_+^4|-\tfrac32\rangle=24\sqrt5\). The coupling is therefore \(\tfrac a6\cdot3\sqrt5=\tfrac{\sqrt5}2a\), and
\[
E=-\frac a2\pm|a|\sqrt{1+\frac54}=-\frac a2\pm\frac{3|a|}2 ,
\]
that is, \(a\) and \(-2a\). The same holds for \(|-\tfrac52\rangle\) and \(|\tfrac32\rangle\). The sextet is a quartet at \(a\) and a doublet at \(-2a\): one interval, one parameter.

**Axial, \(D_\infty\).** The two terms are
\[
H=D\left[S_z^2-\tfrac{35}{12}\right]+\tfrac F{180}\left[35S_z^4-\tfrac{475}2S_z^2+\tfrac{2835}{16}\right].
\]
Inserting \(m^2=\tfrac{25}4,\tfrac94,\tfrac14\) gives
\[
E_{5/2}=\tfrac{10}3D+\tfrac13F,\quad E_{3/2}=-\tfrac23D-F,\quad E_{1/2}=-\tfrac83D+\tfrac23F .
\]
The intervals are \(4D+\tfrac43F\) and \(2D-\tfrac53F\). Their determinant, \(-\tfrac{28}3\), is not zero, so \(D\) and \(F\) can fit any two intervals.

## Terms linear in the field

For \(n=1\), \(k'=0\), time reversal selects \(k=1,3,5\). Coupling with \(l=1\) gives \(K=k-1,k,k+1\), so the three contributions are \(m_0+m_1+m_2\), \(m_2+m_3+m_4\) and \(m_4+m_5+m_6\).

| \(G\) | \(k=1\) | \(k=3\) | \(k=5\) | Total |
|---|---|---|---|---|
| \(O\) | 1 | 1 | 2 | 4 |
| \(D_\infty\) | 2 | 2 | 2 | 6 |
| \(D_4\) | 2 | 3 | 5 | 10 |
| \(D_3\) | 2 | 4 | 6 | 12 |

The column \(k=1\) holds the ordinary \(g\) values. A spin \(\tfrac12\) has no other column.

The four cubic operators are easily seen for \(\mathbf B\parallel z\). The fourfold axis permits \(q=0,\pm4\), and a half-turn about \(x\), which reverses \(B_z\), must reverse the operator. This leaves \(T_{10}=S_z\), \(T_{30}\), \(T_{50}\) and \(T_{54}+T_{5,-4}\). The threefold axes then fix the response along \(x\) and \(y\).

Without the perpendicular twofold axes, the group \(C_\infty\) has \(m_K=1\) for every \(K\), and the total rises from 6 to 9. One new term is \(S_xB_y-S_yB_x\), which has \(K=1\). The cubic group \(T\), which applies to sites \(T\) and \(T_h\), has 6 linear terms instead of 4.

## Nuclear and quadratic terms

A term linear in \(\mathbf I\) at zero field has \(k'=1\), \(n=0\). Its parity and coupling are those of a term linear in \(\mathbf B\), so the hyperfine counts are again 4 for \(O\) and 6 for \(D_\infty\).

For nuclear rank 2, which needs \(I\ge1\), \(k=0,2,4\) couple with 2:

- for \(O\): \(0+2+2=4\);
- for \(D_\infty\): \(1+3+3=7\).

The \(k=0\) part is the ordinary quadrupole coupling, which vanishes at a cubic site. The other parts depend on the electron-spin state and survive there.

For \(B^2\), the field ranks are 0 and 2, with \(k=2,4\). Rank 0 repeats the zero-field count, and rank 2 gives \(2+2\) for \(O\) and \(3+3\) for \(D_\infty\). The totals are 5 and 8, without spin-independent shifts.

Terms linear in both \(\mathbf I\) and \(\mathbf B\) have \(k=0,2,4\). First couple \(\mathbf I\) with \(\mathbf B\) to rank 0, 1 or 2, then couple with \(k\). The counts are \(1+2+4=7\) for \(O\) and \(2+5+5=12\) for \(D_\infty\). The \(k=0\) part is the nuclear Zeeman term.

Each number belongs to one order in \(\mathbf B\) and one nuclear rank; there is no finite total for all powers of \(\mathbf B\).

These are counts of terms allowed in \(H\), not of numbers that measured energies can fix. For \(S=5/2\) with split zero-field levels, the Zeeman energies of first order in \(\mathbf B\) depend on only three combinations of the four cubic linear coefficients: two for the quartet and one for the doublet. In the axial case they depend on four combinations of the six: one for each doublet along \(z\), and one for \(|m|=\tfrac12\) across it. Even these are not fixed uniquely. A doublet splits symmetrically, for example, so reversing the sign of the cubic doublet's combination leaves the first-order energies unchanged. The remaining combinations couple different zero-field levels. They affect the energies only from second order, where the \(B^2\) terms enter too. The numerical check obtains the counts of allowed terms by solving the symmetry conditions for general matrices, without using ranks.

## Worked example

The models have the Hamiltonian
\[
H=H_{\rm cf}+\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),
\]
with \(S=5/2\), \(\lambda=500\ \mathrm{cm^{-1}}\) and a gap \(\Delta=10000\ \mathrm{cm^{-1}}\) above the orbital singlet. The cubic model has \(L=3\) and \(H_{\rm cf}\) proportional to \(L_x^4+L_y^4+L_z^4\), scaled so that the two orbital triplets lie at \(\Delta\) and \(1.8\Delta\) above the singlet. The axial model has \(L=1\) and \(H_{\rm cf}=\Delta L_z^2\). At each field the lowest six eigenstates are projected onto singlet times spin and symmetrically orthonormalized, which gives a \(6\times6\) Hamiltonian with the original energies. This choice is a convention. A field-dependent rotation of the six basis states changes the combinations that couple different zero-field levels, and with them the individual coefficients, including that of rank 1. If the zero-field basis is kept instead, the cubic rank-5, \(q=\pm4\) coefficient at \(\lambda=500\ \mathrm{cm^{-1}}\) becomes \(-2.7\times10^{-4}\), and the axial rank-3 and rank-5 coefficients along \(x\) become \(-2.0\times10^{-3}\) and \(-2.3\times10^{-5}\). The counts, the zero-field parameters and the first-order energies do not depend on this choice. The parameters \(a\), \(D\) and \(F\) refer to the operators given above. The operators of the terms linear in \(\mu_B B\) are scaled to the same trace norm as \(S_z\), with \(T_{kk}\) a positive multiple of \((-1)^kS_+^k\). They are \(T_{k0}\) and \((T_{54}+T_{5,-4})/\sqrt2\) for a field along \(z\), and \((T_{k,-1}-T_{k1})/\sqrt2\) for a field along \(x\).

**Cubic.** The quartet-doublet interval is \(3a=3\times6.637=19.91\ \mathrm{cm^{-1}}\). The linear response is as follows.

| Coefficient | \(\lambda=500\) cm⁻¹ | \(\lambda=250\) cm⁻¹ |
|---|---|---|
| \(g\), rank 1 | 1.617 | 1.801 |
| rank 3 | \(1.41\times10^{-2}\) | \(2.00\times10^{-3}\) |
| rank 5, \(q=0\) | \(-5.2\times10^{-4}\) | \(-1.8\times10^{-5}\) |
| rank 5, \(q=\pm4\) | \(-2.6\times10^{-4}\) | \(-9.6\times10^{-6}\) |

Second-order perturbation theory explains the shift of \(g\). The singlet is \((|2\rangle-|-2\rangle)/\sqrt2\), and \(L_z\) takes it to a state of squared norm 4 in the triplet at \(\Delta\). By cubic symmetry the energy is \(-(4/\Delta)(\lambda\mathbf S+\mu_B\mathbf B)^2\). Its cross term gives
\[
g\approx g_e-\frac{8\lambda}\Delta=2.002-0.400=1.602 ,
\]
against 1.617 from the full model. The term in \(\mathbf S^2\) is a constant, so \(a\) must come from a higher order.

**Axial.** Here \(D=26.82\) and \(F=0.759\ \mathrm{cm^{-1}}\). The highest doublet lies at \(\tfrac{10}3(26.816)+\tfrac13(0.759)=89.6\ \mathrm{cm^{-1}}\) from the mean, and the others at \(-18.6\) and \(-71.0\ \mathrm{cm^{-1}}\). For ranks 1, 3 and 5 the linear coefficients are

- along \(z\): \(2.0006\), \(-5.9\times10^{-4}\), \(-8.9\times10^{-6}\);
- along \(x\): \(1.8996\), \(-2.1\times10^{-3}\), \(-2.7\times10^{-5}\).

In second order \(L_x\) and \(L_y\) take the singlet to states of squared norm 1, while \(L_z\) gives zero. The energy \(-(\lambda^2/\Delta)(S_x^2+S_y^2)\) equals \((\lambda^2/\Delta)S_z^2\) plus a constant. Hence \(D\approx25\ \mathrm{cm^{-1}}\) and \(g_\perp\approx g_e-2\lambda/\Delta=1.902\), against \(26.8\ \mathrm{cm^{-1}}\) and 1.900 in the full model.

Halving \(\lambda\) in the cubic model divides \(a\) by 15.6, the rank-3 coefficient by 7.1, and the rank-5 coefficients by about 30 and 27. This suggests leading powers \(\lambda^4\), \(\lambda^3\) and \(\lambda^5\), but two values of \(\lambda\) do not prove them. Symmetry decides which coefficients may appear; their sizes depend on the ion. In the cubic model at \(\lambda=500\ \mathrm{cm^{-1}}\) the rank-3 term is 0.9% of the rank-1 term in trace norm, and a least-squares fit of the first-order Zeeman energies with \(g\) alone leaves a root-mean-square error of about 1%, with 2.3% on the doublet and up to 2.5% on single quartet levels. These sizes belong to the model. The common \(S=5/2\) ions Fe³⁺ and Mn²⁺ have a \(^6S\) ground term with \(L=0\), where spin-orbit coupling acts only through terms of other spin. The counts still apply, but the higher-rank terms are far smaller. A \(d^5\) crystal-field model with Racah parameters \(B=650\) and \(C=3100\), \(\zeta=420\) and \(10Dq=14000\ \mathrm{cm^{-1}}\) gives \(a\approx0.03\ \mathrm{cm^{-1}}\), \(g\approx2.001\) and a rank-3 coefficient of about \(10^{-5}\).

## Calculated quantities

```
Parameters for S=5/2, spin-independent energies left out
group: zero-field, B, B^2, I, I rank 2, I*B
  O: 1, 4, 5, 4, 4, 7
  T: 1, 6, 8, 6, 7, 12
  Dinf: 2, 6, 8, 6, 7, 12
  Cinf: 2, 9, 12, 9, 11, 21
  D4: 3, 10, 13, 10, 11, 19
  D3: 3, 12, 16, 12, 14, 24
By spin rank k=1..5: zero-field | linear in B
  O: [0, 0, 0, 1, 0] | [1, 0, 1, 0, 2]
  T: [0, 0, 0, 1, 0] | [1, 0, 2, 0, 3]
  Dinf: [0, 1, 0, 1, 0] | [2, 0, 2, 0, 2]
  Cinf: [0, 1, 0, 1, 0] | [3, 0, 3, 0, 3]
  D4: [0, 1, 0, 2, 0] | [2, 0, 3, 0, 5]
  D3: [0, 1, 0, 2, 0] | [2, 0, 4, 0, 6]
Invariants m_K for K=0..9
  O: [1, 0, 0, 0, 1, 0, 1, 0, 1, 1]
  Dinf: [1, 0, 1, 0, 1, 0, 1, 0, 1, 0]
  D4: [1, 0, 1, 0, 2, 1, 2, 1, 3, 2]
  D3: [1, 0, 1, 1, 2, 1, 3, 2, 3, 3]
Sextic residual S=5/2: 4.0e-16, S=7/2: 1.964e-02 (relative)
Model input: gap 10000 cm^-1, lambda 500 cm^-1, g_e 2.002319
Cubic orbital levels (cm^-1): -0, 10000, 10000, 10000, 18000, 18000, 18000
Cubic, lambda = 500 cm^-1: a = 6.637242 cm^-1, interval = 19.911727 cm^-1
  g (rank 1) = 1.617068, rank 3 = 1.4115e-02
  rank 5 q=0 = -5.23e-04, rank 5 q=4 = -2.59e-04
  oblique-field largest error = 5.8e-12
Cubic, lambda = 250 cm^-1: a = 0.426623 cm^-1, interval = 1.279869 cm^-1
  g (rank 1) = 1.801411, rank 3 = 1.9963e-03
  rank 5 q=0 = -1.77e-05, rank 5 q=4 = -9.55e-06
  oblique-field largest error = 4.9e-12
Axial, lambda = 500 cm^-1: D = 26.815676 cm^-1, F = 0.758944 cm^-1
  doublets |m|=5/2,3/2,1/2 (cm^-1): 89.638569, -18.636061, -71.002508
  B along z, ranks 1,3,5: 2.000557, -5.940e-04, -8.9e-06
  B along x, ranks 1,3,5: 1.899556, -2.131e-03, -2.7e-05
  oblique-field largest error = 1.1e-12
Axial, lambda = 250 cm^-1: D = 6.521800 cm^-1, F = 0.044592 cm^-1
  doublets |m|=5/2,3/2,1/2 (cm^-1): 21.754197, -4.392458, -17.361738
  B along z, ranks 1,3,5: 2.001783, -6.843e-05, -2.5e-07
  B along x, ranks 1,3,5: 1.951341, -2.596e-04, -8.1e-07
  oblique-field largest error = 1.5e-12
```
